\section*{Where electrons cross a parabolic Schottky barrier: thermionic-field emission}

\section{The barrier and the flux}

\textbf{Q.} A metal touches an n-type semiconductor, and electrons must get past the depletion barrier. Some go over the top and some tunnel. Why should there be a preferred energy, and why should it have a simple formula?

\textbf{A.} Electrons low in the band are plentiful but face a thick barrier. Electrons near the top face a thin one but are rare. The product of occupation and transmission can therefore peak in between. Whether the peak has a simple position depends on the barrier shape, so that comes first.

Take uniform ionized donors of density $N$, a dielectric constant $\kappa$ and no mobile electrons for $0<x<w$, with the metal at $x=0$. I use Gaussian units and $e>0$. The electrostatic potential obeys $\phi''=-4\pi eN/\kappa$. The electron energy is $U=-e\phi$, so
\begin{equation}
U''=\frac{4\pi e^2N}{\kappa},\qquad U(w)=U'(w)=0 .
\end{equation}
The zero of energy is the conduction-band edge in the bulk. Integrating twice from $x=w$ gives
\begin{equation}
U(x)=\frac{2\pi e^2N}{\kappa}(w-x)^2=E_b\left(1-\frac{x}{w}\right)^2,\qquad
w^2=\frac{\kappa E_b}{2\pi e^2N}.
\end{equation}
Here $E_b=U(0)$ is the band bending at the bias in question. The Schottky barrier height is measured from the metal's Fermi level instead. At zero bias it equals $E_b+\xi$, where $\xi$ is the bulk band edge minus the Fermi level.

\textbf{Q.} Electrons move in three dimensions. Which energy goes into your Boltzmann factor?

\textbf{A.} The part $E=\hbar^2k_x^2/2m$ that belongs to motion along the current, provided the mass $m$ is isotropic and the transverse momentum is conserved. With two spin states and transmission $D(E)$, the flux from semiconductor to metal is
\begin{equation}
J=2e\int\frac{dk_x\,d^2k_\perp}{(2\pi)^3}\,\frac{\hbar k_x}{m}\,D(E)\,
e^{-(E+\hbar^2k_\perp^2/2m+\xi)/kT}.
\end{equation}
The transverse integral is a two-dimensional Gaussian equal to $2\pi mkT/\hbar^2$, and $(\hbar k_x/m)\,dk_x=dE/\hbar$. The constants combine as $2e/(8\pi^3)\times 2\pi mkT/\hbar^3$, so
\begin{equation}
J=\frac{emkT}{2\pi^2\hbar^3}\,e^{-\xi/kT}\int_0^\infty D(E)\,e^{-E/kT}\,dE .
\label{flux}
\end{equation}
Transverse motion has changed the prefactor and left the competition in $E$ alone.

\section{The tunnelling exponent}

\textbf{Q.} And $D(E)$? The barrier thickness and height both change with energy.

\textbf{A.} Below the top I take the leading WKB form $D=e^{-G}$, and above it $D=1$. The exponent is
\begin{equation}
G(E)=\frac{2}{\hbar}\int_0^{x_t}\sqrt{2m\,(U(x)-E)}\,dx,\qquad U(x_t)=E .
\end{equation}
It is easier to integrate over $U$ than over $x$. From the parabola,
\begin{equation}
|U'|=\frac{4\pi e^2N}{\kappa}(w-x)=\sqrt{\frac{8\pi e^2N}{\kappa}\,U},
\end{equation}
and $dx=-dU/|U'|$, where the minus sign is used up by reversing the limits. The constants in front become
\begin{equation}
\frac{2\sqrt{2m}}{\hbar}\sqrt{\frac{\kappa}{8\pi e^2N}}
=\frac{1}{e\hbar}\sqrt{\frac{\kappa m}{\pi N}}\equiv\frac1{E_{00}},
\qquad E_{00}=e\hbar\sqrt{\frac{\pi N}{\kappa m}} .
\end{equation}
Thus
\begin{equation}
G(E)=\frac1{E_{00}}\int_E^{E_b}\sqrt{1-\frac EU}\,dU .
\end{equation}
Now put $U=E\cosh^2\theta$. The root becomes $\tanh\theta$ and $dU=2E\cosh\theta\sinh\theta\,d\theta$, so the integrand is $2E\sinh^2\theta=E(\cosh2\theta-1)$. The upper limit $\Theta$ satisfies $\cosh^2\Theta=E_b/E$. Therefore
\begin{equation}
G=\frac{E}{E_{00}}\left(\tfrac12\sinh2\Theta-\Theta\right)
=\frac{E_b}{E_{00}}\left(\tanh\Theta-\frac{\Theta}{\cosh^2\Theta}\right).
\label{G}
\end{equation}

\section{The balance}

\textbf{Q.} That is not a simple function of $E$. How do you find a maximum without numerical work?

\textbf{A.} Its derivative is simpler than the function. From $E=E_b/\cosh^2\Theta$ we have $dE/d\Theta=-2E\tanh\Theta$, hence $E\,d\Theta/dE=-1/(2\tanh\Theta)$. Differentiating the first form of \eqref{G},
\begin{align}
E_{00}\frac{dG}{dE}
&=\tfrac12\sinh2\Theta-\Theta+(\cosh2\Theta-1)\,E\frac{d\Theta}{dE}\nonumber\\
&=\sinh\Theta\cosh\Theta-\Theta-\frac{2\sinh^2\Theta}{2\tanh\Theta}
=-\Theta .
\end{align}
The integrand of \eqref{flux} is $e^{-F}$ with $F=E/kT+G$. It is stationary when
\begin{equation}
\frac{dF}{dE}=\frac1{kT}-\frac{\Theta}{E_{00}}=0
\quad\Longrightarrow\quad \Theta=u\equiv\frac{E_{00}}{kT}.
\end{equation}
Translating $\Theta$ back into energy,
\begin{equation}
E_m=\frac{E_b}{\cosh^2(E_{00}/kT)} .
\label{Em}
\end{equation}

\textbf{Q.} A stationary point could be a minimum, or one of several.

\textbf{A.} The second derivative settles both:
\begin{equation}
\frac{d^2F}{dE^2}=-\frac1{E_{00}}\frac{d\Theta}{dE}=\frac{1}{2E_{00}E\tanh\Theta}>0 .
\label{curv}
\end{equation}
So $F$ is convex below the top and has one minimum, which is one maximum of the integrand.

\textbf{Q.} Why a hyperbolic cosine? I would like a reason other than a lucky substitution.

\textbf{A.} Since $U''$ is constant, the barrier is half of an oscillator potential, $U=\frac12m\omega^2y^2$ with $y=w-x$ and $\omega^2=4\pi e^2N/(\kappa m)$. This $\omega$ is the plasma frequency of the doped material, and $E_{00}=\hbar\omega/2$. Under the barrier, replace time by imaginary time $\tau$. Newton's equation changes sign to $d^2y/d\tau^2=\omega^2y$. Starting at rest at the turning point $y_t$, the electron follows $y=y_t\cosh\omega\tau$ and reaches the metal when $\cosh\omega\tau=w/y_t=\sqrt{E_b/E}$. Hence $\Theta=\omega\tau$, and the balance $\Theta=E_{00}/kT$ reads $\tau=\hbar/2kT$. The temperature selects the path with that traversal time.

\section{The slope energy}

\textbf{Q.} Knowing the best energy is not knowing the current. What is the exponent there?

\textbf{A.} Put $\Theta=u$ in \eqref{G} and use $1/kT=u/E_{00}$:
\begin{equation}
F(E_m)=\frac{E_b}{E_{00}}\frac{u}{\cosh^2u}
+\frac{E_b}{E_{00}}\left(\tanh u-\frac{u}{\cosh^2u}\right)
=\frac{E_b}{E_{00}}\tanh u .
\end{equation}
The thermal cost of climbing to $E_m$ cancels one term of the tunnelling exponent. The peak value is
\begin{equation}
e^{-E_b/E_0},\qquad E_0=E_{00}\coth\frac{E_{00}}{kT}.
\end{equation}
Near the peak, \eqref{curv} makes the integrand a Gaussian of standard deviation
\begin{equation}
\sigma=\sqrt{2E_{00}E_m\tanh u},
\end{equation}
whose area is $\sqrt{2\pi}\,\sigma\,e^{-E_b/E_0}$. Inserting $E_m$,
\begin{equation}
J\simeq\frac{emkT}{2\pi^2\hbar^3}e^{-\xi/kT}\,
\frac{\sqrt{4\pi E_{00}E_b\tanh u}}{\cosh u}\;e^{-E_b/E_0}.
\label{J}
\end{equation}

\textbf{Q.} Then a plot of $\ln J$ against forward voltage has slope $e/E_0$?

\textbf{A.} Nearly. A forward bias $V$ lowers $E_b$ by $eV$ while $\xi$ and $E_{00}$ stay fixed by the doping. The prefactor contains $\sqrt{E_b}$, which also falls, so
\begin{equation}
\frac{d\ln J}{d(eV)}=\frac1{E_0}-\frac1{2E_b}.
\label{slope}
\end{equation}
$E_0$ is the slope energy of the exponential factor. The measured one is slightly larger.

There is also a return flux from the metal, whose Fermi level lies $eV$ below that of the bulk. At each $E$ its occupation is smaller by $e^{-eV/kT}$, so the net current is $J(1-e^{-eV/kT})$. Equation \eqref{slope} describes the net current once $eV$ is several $kT$.

\textbf{Q.} Does the same $E_0$ govern reverse bias?

\textbf{A.} No. With reverse bias $V_r$, electrons come mainly from the metal, whose Fermi level is now $eV_r$ above that of the bulk. Their Boltzmann factor is $e^{-(E+\xi-eV_r)/kT}$, and the band bending has grown by $eV_r$. The integral over $E$ is the same as before, so
\begin{equation}
\frac{d\ln J_r}{d(eV_r)}=\frac1{kT}-\frac1{E_0}+\frac1{2E_b}.
\end{equation}
This is the slope of the one-way flux from the metal. It holds while $E_m$ stays several $kT$, and at least about two peak widths, above the metal's Fermi level. The net current carries the further factor $1-e^{-eV_r/kT}$, and because the slope above is small, that factor matters to larger bias than in the forward direction. In the example below the net slope is still 15\% above the formula at $V_r=0.1$ V and within 1\% of it at 0.2 V. Because $E_m$ rises more slowly than $eV_r$, a large enough reverse bias ends that regime.

\section{Where the result stops}

\textbf{Q.} Heat the contact. Tunnelling should become irrelevant, yet your formula still has a peak below the top.

\textbf{A.} For small $u$, $\coth u\simeq1/u+u/3$ and $1/\cosh^2u\simeq1-u^2$. Then
\begin{equation}
E_0\simeq kT\left(1+\frac{u^2}{3}\right),\qquad E_m\simeq E_b(1-u^2).
\end{equation}
The slope energy goes correctly to $kT$, but the peak must be compared with its width. Since $E_b-E_m=E_b\tanh^2u$,
\begin{equation}
\frac{E_b-E_m}{\sigma}=\sqrt{\frac{E_b}{2E_{00}}}\,\cosh u\,\tanh^{3/2}u
\;\longrightarrow\; u\sqrt{\frac{E_b}{2kT}} .
\end{equation}
When this is no longer large, the Gaussian spills over the top. The prefactor of \eqref{J} then fails: as $u\to0$ its energy factor vanishes, whereas integrating $D=1$ above the top gives the thermionic value $kT\,e^{-E_b/kT}$.

\textbf{Q.} And when it is cold?

\textbf{A.} For large $u$, $E_0\to E_{00}$ and $E_m\simeq4E_be^{-2u}$. The slope stops depending on temperature, and the peak sinks towards the band edge. There the distance to the edge in widths,
\begin{equation}
\frac{E_m}{\sigma}=\frac{1}{\cosh u}\sqrt{\frac{E_b}{2E_{00}\tanh u}},
\end{equation}
becomes small, so the Gaussian integral fails. Boltzmann statistics fail too if $E_m$ comes within a few $kT$ of the Fermi level. Field emission from filled states then needs its own treatment.

\section{A contact on an amorphous oxide}

\textbf{Q.} Give me a case in which I can see all these conditions.

\textbf{A.} Consider a metal on heavily doped amorphous indium gallium zinc oxide. Rough values are $m=0.34\,m_e$ and $\kappa=10$. I choose $N=3\times10^{18}\ \mathrm{cm^{-3}}$, $E_b=0.60$ eV and 300 K, where $kT=25.85$ meV. The formulas above give $w=14.87$ nm and $E_{00}=17.44$ meV. The field at the metal is $2E_b/(ew)=0.807$ MV/cm. Then
\begin{align}
u&=\frac{17.44}{25.85}=0.675,\qquad \cosh u=1.236,\qquad \tanh u=0.588,\nonumber\\
E_m&=\frac{0.60}{1.236^2}=0.393\ \mathrm{eV}\quad(6.29\times10^{-20}\ \mathrm J),\nonumber\\
E_0&=\frac{17.44}{0.588}=29.7\ \mathrm{meV}\quad(4.75\times10^{-21}\ \mathrm J).
\end{align}
Direct minimization of $F$, with $G$ integrated over position, also puts the peak at 0.393 eV.

The electrons pay $E_m/kT=15.18$ in the Boltzmann exponent and $G=5.05$ in tunnelling. The sum is 20.23, which is $E_b/E_0$. Going over the top would cost $600/25.85=23.2$.

\textbf{Q.} At that doping the bulk is hardly dilute. Can you use Boltzmann statistics?

\textbf{A.} In the bulk, not safely: Fermi--Dirac statistics give $\xi=7.6$ meV, less than $kT$. But the emitted electrons sit near $E_m$, which is $15.5\,kT$ above the Fermi level, and there the Boltzmann tail is accurate. A momentum-space integral with full Fermi occupation gives $3.82\times10^{-2}\ \mathrm{A/cm^2}$, the same to three digits as \eqref{flux} integrated numerically with the same $D$.

\textbf{Q.} And the Gaussian step?

\textbf{A.} The width is $\sigma=0.090$ eV. The top lies 2.3 widths above the peak and the band edge 4.4 below it. Equation \eqref{J} gives $3.91\times10^{-2}\ \mathrm{A/cm^2}$, about 2\% above the direct integral. With $N$ and $E_b$ held fixed, the excess is 1.4\% at 200 K and 3.1\% at 400 K, where the top is only 1.5 widths away. The slope energy rises from 22.8 to 37.4 meV over that range.

The thermionic flux over the top is $2.28\times10^{-4}\ \mathrm{A/cm^2}$, so the flux with tunnelling is about 170 times larger. A modest change of slope, $E_0/kT=1.15$, goes with a large change of current because the difference in exponents, $23.2-20.2$, is helped by a peak much wider than $kT$.

For the slope, \eqref{slope} gives
\begin{equation}
\left(\frac1{29.66}-\frac1{1200}\right)^{-1}\mathrm{meV}=30.4\ \mathrm{meV},
\end{equation}
and fluxes computed at neighbouring band bendings give 30.5 meV.

\section{What the model leaves out}

\textbf{Q.} You have ignored the image force. At 0.8 MV/cm that worries me.

\textbf{A.} It should. Adding $-e^2/(4\kappa x)$ to $U$ lowers the top from 0.60 to 0.49 eV and, within WKB, multiplies the flux by 4.7. If the electron passes too quickly for the lattice to respond, an optical dielectric constant belongs in that term. With a rough value of 4, the top falls to 0.43 eV and the WKB flux rises 24-fold. Both factors are too large. A small part of the excess comes from $D=e^{-G}$ failing near the lowered top: the form $D=1/(1+e^{G})$ gives 4.1 and 20. I attribute the rest to the image potential varying too sharply near the metal for WKB. Solving the wave equation with and without the image force, for the model metal described below, gives factors of about 2.6 and 10 when the image term is cut off at the metal's band bottom. Replacing $x$ by $x+x_0$ in that term, with $x_0=0.05$ or 0.1 nm, lowers them to 2.4 or 2.2 and to 8.9 or 7.7. The simple formula is still a poor predictor of absolute current.

The slope is much less affected: in the two cases its energy is 30.1 or 30.2 meV within WKB, and 31.2 or 30.9 meV from the wave equation. The peak lies at about 0.41 eV within WKB and at 0.36 to 0.37 eV from the wave equation. With the optical constant that is only about 0.02 or 0.07 eV below the lowered top, less than the 0.09 eV width found without the image force, so the picture of a peak well inside the barrier no longer holds.

\textbf{Q.} Is WKB itself the next weak point?

\textbf{A.} Without the image force it matters less. I solved the wave equation numerically for the same parabola, joined to a model metal with the same mass and a band bottom 5.7 eV below the barrier top. The flux is 0.68 times the WKB value, the peak is at 0.37 eV and the slope energy is 31.3 meV. The flux factor depends on the model metal: it becomes 1.10 or 0.52 if the band bottom is put 2 or 10 eV below the top, while the peak and the slope energy hardly change. Mobile electrons at the edge of the depletion layer change the field there; including them within WKB, with Boltzmann statistics as a rough approximation at this doping, multiplies the flux by 0.86. Apart from the wave results with the image force, each factor is for one correction made alone, and I have not computed them all together.

\textbf{Q.} An amorphous film is not a uniform slab. What does disorder do?

\textbf{A.} Suppose the band bending varies from patch to patch with a Gaussian spread $s$, and the patches conduct in parallel. Averaging $e^{-\delta/E_s}$ over the deviation $\delta$ gives $e^{s^2/2E_s^2}$, where $E_s$ is the slope energy. A rough $s=50$ meV with $E_s=30.4$ meV gives a factor of about 3.9; averaging the numerical fluxes gives 3.8. Low patches carry more than their share. Even the uniform donor charge is a coarse picture, since the mean donor spacing is 6.9 nm and the whole barrier is only about two spacings thick.

\textbf{Q.} So what may I conclude about a real device?

\textbf{A.} The doping decides how much tunnelling shows in the slope. At $3\times10^{16}\ \mathrm{cm^{-3}}$, with the other parameters unchanged, $E_{00}$ is ten times smaller, $u=0.067$, and $E_0$ exceeds $kT$ by only about 0.15\%. The formal peak is then only $u\sqrt{E_b/2kT}\approx0.2$ widths below the top. The slope is close to thermionic in this model: direct integration of \eqref{flux} gives a slope energy about 1\% above $kT$. With $D=1$ above the top, tunnelling just below it still raises the flux 1.9-fold. In the wave calculation with the model metal, reflection at the interface outweighs this and leaves about 0.4 of the thermionic flux. At the higher doping, real films break the assumptions of a smooth barrier, no image force and a uniform interface. For the numbers used here, the image force moves the flux by a factor of about 2 to 10 and the assumed spread by about 4. Scattering is a further limit. A mobility of order $10\ \mathrm{cm^2/(V\,s)}$ would imply a mean free path of only about 0.4 nm, whereas the tunnelling path at $E_m$ is 2.8 nm long. Coherent tunnelling with conserved transverse momentum is therefore a serious assumption for this material. Tunnelling through gap states is also possible, and I have not computed what either effect does to the current. An ideality factor near 1.18, which is the slope energy of 30.4 meV divided by $kT$, therefore does not identify the mechanism by itself. A stronger check is whether the slope energy follows $E_{00}\coth(E_{00}/kT)$ over a range of temperature, with an $E_{00}$ that agrees with an independently measured donor density. The measured slope must first be corrected for the prefactor with \eqref{slope}: taking 30.4 meV directly as $E_0$ would overstate $N$ by about 20\%. Even after that correction, the 31.3 meV of the wave calculation without image force would overstate it by 23 to 24\% at 300 K. The same calculation gives about 9\% at 200 K and 44\% at 400 K, so only rough agreement can be expected. The numerical output lists many of the values behind this example.

\section*{Calculated quantities}
\begin{verbatim}
effective mass: 0.34 m_e
dielectric constant, static: 10
dielectric constant, optical: 4
donor density: 3.0e+18 cm^-3
band bending E_b: 0.60 eV
temperature: 300 K
kT: 25.85 meV
depletion width w: 14.87 nm
field at the metal: 0.807 MV/cm
E00: 17.44 meV
u = E00/kT: 0.6746
cosh u: 1.2363
tanh u: 0.5880
peak energy E_m, formula: 0.3925 eV
peak energy, numerical minimum: 0.3925 eV
E_m in J: 6.289e-20 J
peak below barrier top: 0.2075 eV
peak width (standard deviation): 0.0897 eV
WKB exponent G at E_m: 5.045
Boltzmann exponent E_m/kT: 15.184
total exponent E_b/E0: 20.229
slope energy E0: 29.66 meV
E0 in J: 4.752e-21 J
ideality factor E0/kT: 1.147
slope energy with prefactor, formula: 30.41 meV
slope energy from direct fluxes: 30.45 meV
band edge minus Fermi level xi: 7.61 meV
(E_m + xi)/kT: 15.48
one-way flux, direct integral: 3.824e-02 A/cm^2
one-way flux, peak formula: 3.905e-02 A/cm^2
one-way flux, momentum integral: 3.824e-02 A/cm^2
thermionic flux over the top: 2.281e-04 A/cm^2
gain over thermionic flux: 167.7
peak formula/direct flux at E_b = 3 eV: 1.0038
200 K: E_m 0.247 eV, E0 22.75 meV, top is 4.33 widths above peak, peak formula/direct flux 1.014
300 K: E_m 0.393 eV, E0 29.66 meV, top is 2.31 widths above peak, peak formula/direct flux 1.021
400 K: E_m 0.469 eV, E0 37.36 meV, top is 1.50 widths above peak, peak formula/direct flux 1.031
barrier top with image force, static: 0.493 eV
barrier top with image force, optical: 0.433 eV
model metal band bottom below barrier top: 5.7 eV
image force, static kappa: flux factor 4.66, peak 0.41 eV, slope energy 30.1 meV
image force, optical kappa: flux factor 24.20, peak 0.41 eV, slope energy 30.2 meV
mobile electrons: flux factor 0.86, peak 0.40 eV, slope energy 30.5 meV
wave equation: flux factor 0.68, peak 0.37 eV, slope energy 31.3 meV
assumed spread of band bending: 50 meV
flux factor from that spread: 3.82
mean donor spacing N^(-1/3): 6.93 nm
\end{verbatim}
